# Does one Lorentzian spectrum determine a trap's times and current step?: a numerical check

```python
# RESULT UNDER TEST: one Lorentzian noise spectrum does not fix a trap's
# capture time, emission time and current step.  All telegraph signals with
#   tau_c = tau0/p, tau_e = tau0/(1-p), step = sigma/sqrt(p(1-p)), 0<p<1
# share the one-sided spectrum S(f) = 4 sigma^2 tau0/(1+(2 pi f tau0)^2).
# tau_c: mean dwell with trap empty (high current); tau_e: mean dwell filled;
# p: filled fraction; sigma: rms current; tau0: relaxation time.
# Working units: ms, nA, Hz; spectra in nA^2/Hz.
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, quad
from scipy.linalg import expm
from scipy.signal import welch

sigma, tau0, mean_current = 20.0, 1.0, 5000.0      # nA, ms, nA
fractions = {"A": 0.5, "B": 0.2, "C": 0.8, "D": 0.02}
corner = 1e3 / (2 * np.pi * tau0)                  # Hz


def family_member(p, sig=sigma, relax=tau0):
    return relax / p, relax / (1 - p), sig / np.sqrt(p * (1 - p))


def rate_matrix(tau_c, tau_e):
    return np.array([[-1 / tau_c, 1 / tau_c], [1 / tau_e, -1 / tau_e]])


def stationary(rates):
    n = len(rates)
    system = np.vstack([rates.T, np.ones(n)])
    return np.linalg.lstsq(system, np.r_[np.zeros(n), 1.0], rcond=None)[0]


def spectrum_from_definition(rates, levels, freqs):
    """Propagate the Markov chain, then cosine-transform its covariance."""
    times = np.linspace(0, 40 * tau0, 8001)
    weights = stationary(rates)
    deviation = levels - weights @ levels
    propagator = expm(rates * (times[1] - times[0]))
    covariance, vector = np.empty(len(times)), deviation.copy()
    for i in range(len(times)):
        covariance[i] = (weights * deviation) @ vector
        vector = propagator @ vector
    phase = np.outer(times, 2 * np.pi * np.asarray(freqs) * 1e-3)
    return 4e-3 * simpson(covariance[:, None] * np.cos(phase), x=times, axis=0)


def lorentzian(freqs):
    return 4e-3 * sigma**2 * tau0 / (1 + (np.asarray(freqs) / corner)**2)


def invert_with_third_moment(sig, relax, mu3):
    g = mu3 / sig**3
    root = np.sqrt(4 + g * g)
    p = 0.5 * (1 + g / root)
    return relax / p, relax / (1 - p), sig * root


print(f"Inputs: sigma {sigma:.1f} nA, tau0 {tau0:.2f} ms, mean current {mean_current:.0f} nA")
print(f"Corner frequency {corner:.2f} Hz; plateau {lorentzian(0.0):.4f} nA^2/Hz")

# Four different signals: spectra, means and third moments from the rate matrix
temperature = 300.0
kT = const.k * temperature / const.e               # eV
probe = np.array([10.0, corner, 1000.0])
print("Signals: p, tau_c ms, tau_e ms, step nA, step/mean %, high level nA")
details = []
for name, p in fractions.items():
    tc, te, step = family_member(p)
    high = mean_current + p * step
    levels = np.array([high, high - step])
    rates = rate_matrix(tc, te)
    weights = stationary(rates)
    spectrum = spectrum_from_definition(rates, levels, probe)
    assert np.allclose(spectrum, lorentzian(probe), rtol=1e-5)
    original_form = 4e-3 * step**2 / ((tc + te) * (
        (1 / tc + 1 / te)**2 + (2e-3 * np.pi * probe)**2))
    assert np.allclose(spectrum, original_form, rtol=1e-5)
    assert abs(weights @ levels - mean_current) < 1e-6
    mu3 = weights @ (levels - weights @ levels)**3
    assert np.allclose(invert_with_third_moment(sigma, tau0, mu3),
                       (tc, te, step), rtol=1e-6)
    trap_level = kT * np.log(tc / te)
    assert abs(1 / (1 + np.exp(trap_level / kT)) - weights[1]) < 1e-9
    cycles = 1e3 / (tc + te)
    far = np.array([2000.0])
    tail = 4 * step**2 * cycles / (2 * np.pi * far)**2
    assert np.allclose(spectrum_from_definition(rates, levels, far), tail, rtol=0.01)
    print(f" {name}: {p:.2f}, {tc:.3f}, {te:.3f}, {step:.2f}, "
          f"{100 * step / mean_current:.2f}, {high:.2f}")
    details.append((name, spectrum, mu3 / sigma**3, trap_level, cycles, step))
print(f"Computed spectra in nA^2/Hz at 10 Hz, {corner:.1f} Hz, 1000 Hz")
for name, s, *_ in details:
    print(f" {name}: {s[0]:.5f}, {s[1]:.5f}, {s[2]:.5f}")
print("Discriminators: skewness g, E_T-E_F meV, cycles per s, step^2*cycles nA^2/s")
for name, _, g, level, cycles, step in details:
    print(f" {name}: {g:.3f}, {1e3 * level:.1f}, {cycles:.2f}, {step**2 * cycles:.0f}")

# Completeness and bounds: arbitrary telegraph signals all lie in the family
rng = np.random.default_rng(7)
for _ in range(200):
    tc, te, step = 10**rng.uniform(-2, 2, 3)
    rates = rate_matrix(tc, te)
    weights = stationary(rates)
    levels = np.array([0.0, -step])
    rms = np.sqrt(weights @ (levels - weights @ levels)**2)
    relax = 1 / np.max(np.abs(np.linalg.eigvals(rates)))
    assert np.allclose(family_member(weights[1], rms, relax), (tc, te, step), rtol=1e-6)
    assert step >= 2 * rms * (1 - 1e-9) and min(tc, te) >= relax * (1 - 1e-9)
print(f"Bounds from the spectrum: step >= {2 * sigma:.1f} nA, each time >= {tau0:.2f} ms")

# Sensitivity of ln S to ln(tau_c, tau_e, step): one direction is invisible
grid = np.geomspace(10, 2000, 12)
base = np.log(family_member(fractions["B"]))
columns, shift = [], 1e-3
for k in range(3):
    ends = []
    for sign in (1, -1):
        trial = base.copy()
        trial[k] += sign * shift
        tc, te, step = np.exp(trial)
        ends.append(np.log(spectrum_from_definition(
            rate_matrix(tc, te), np.array([0.0, -step]), grid)))
    columns.append((ends[0] - ends[1]) / (2 * shift))
_, singular, right = np.linalg.svd(np.array(columns).T, full_matrices=False)
p = fractions["B"]
tangent = np.array([-1 / p, 1 / (1 - p), -(1 - 2 * p) / (2 * p * (1 - p))])
tangent /= np.linalg.norm(tangent)
assert singular[2] < 1e-4 * singular[0] and singular[1] > 0.01 * singular[0]
assert abs(abs(right[2] @ tangent) - 1) < 1e-5
print(f"Sensitivity singular values (B): {singular[0]:.3f}, {singular[1]:.3f}, {singular[2]:.1e}")

# Two independent identical traps imitate one trap
tc, te, step = family_member(0.5)
single, eye = rate_matrix(tc, te), np.eye(2)
pair_rates = np.kron(single, eye) + np.kron(eye, single)
pair_step = step / np.sqrt(2)
pair_levels = -pair_step * np.array([0.0, 1.0, 1.0, 2.0])
pair_spectrum = spectrum_from_definition(pair_rates, pair_levels, probe)
assert np.allclose(pair_spectrum, lorentzian(probe), rtol=1e-5)
print(f"Two traps like A with step {pair_step:.2f} nA each: same spectrum, "
      f"{pair_spectrum[1]:.5f} nA^2/Hz at corner")

# Simulated switching traces: spectrum estimate and recovery with added noise.
# Tolerances allow for the few thousand switching cycles of signal D.
sample_ms, count, added_noise = 0.05, 2**22, 20.0
duration = sample_ms * count
clock = np.arange(count) * sample_ms
bands = [(20, 60), (120, 250), (600, 1500)]
print(f"Simulation: {duration / 1e3:.1f} s, sampling {sample_ms:.2f} ms, "
      f"added white noise {added_noise:.0f} nA rms")
print("Simulated/formula power in 20-60, 120-250, 600-1500 Hz")
recovered = []
for name, p in fractions.items():
    tc, te, step = family_member(p)
    cycles = int(1.2 * duration / (tc + te)) + 200
    dwells = np.column_stack([rng.exponential(tc, cycles), rng.exponential(te, cycles)])
    edges = np.cumsum(dwells.ravel())
    assert edges[-1] > duration
    filled = np.searchsorted(edges, clock, side="right") % 2
    current = mean_current + p * step - step * filled
    freqs, power = welch(current, fs=1e3 / sample_ms, nperseg=4096)
    ratios = []
    for low, top in bands:
        chosen = (freqs >= low) & (freqs <= top)
        ratios.append(power[chosen].sum() / lorentzian(freqs[chosen]).sum())
    assert np.max(np.abs(np.array(ratios) - 1)) < 0.15
    print(f" {name}: " + ", ".join(f"{r:.3f}" for r in ratios))
    noisy = current + rng.normal(0, added_noise, count)
    mu3 = np.mean((noisy - noisy.mean())**3)
    estimate = invert_with_third_moment(sigma, tau0, mu3)
    assert np.allclose(estimate, (tc, te, step), rtol=0.2)
    recovered.append((name, estimate))
print("Recovered from mu3 with known sigma, tau0: tau_c ms, tau_e ms, step nA")
for name, (tc, te, step) in recovered:
    print(f" {name}: {tc:.3f}, {te:.3f}, {step:.2f}")

# Sizes of neglected effects for a rough 50 nm silicon transistor
width_nm = length_nm = 50.0
oxide_nm, overdrive, drain_v = 1.9, 0.30, 0.05
area = width_nm * length_nm * 1e-14                # cm^2
cap = 3.9 * const.epsilon_0 / (oxide_nm * 1e-9) * 1e-4   # F/cm^2
mean_drive = overdrive - drain_v / 2
carriers = cap * area * mean_drive / const.e
mobility = mean_current * 1e-9 / (cap * width_nm / length_nm * mean_drive * drain_v)
one_electron = mean_current / carriers
print(f"Device: {width_nm:.0f} x {length_nm:.0f} nm, electrical oxide {oxide_nm:.1f} nm, "
      f"overdrive {overdrive:.2f} V")
print(f"Drain bias {drain_v:.2f} V, T {temperature:.0f} K, kT {1e3 * kT:.2f} meV")
print(f"Implied mobility {mobility:.0f} cm2/Vs; carriers {carriers:.1f}; "
      f"one-electron step {one_electron:.1f} nA")

conductance = mean_current * 1e-9 / drain_v
thermal = 4 * const.k * temperature * conductance * 1e18
crossing = corner * np.sqrt(lorentzian(0.0) / thermal - 1)
assert abs(lorentzian(crossing) / thermal - 1) < 1e-9
print(f"Thermal noise {thermal:.2e} nA^2/Hz; equals Lorentzian at {crossing / 1e3:.0f} kHz")
leak_density = 1.0                                 # A/cm^2, rough
shot = 2 * const.e * leak_density * area * 1e18
print(f"Gate leakage {leak_density:.0f} A/cm2: shot noise {shot:.1e} nA^2/Hz")

trap_density, tunnel_nm = 1e18, 0.1                # per cm^3 eV and nm, rough
traps_per_ev = trap_density * tunnel_nm * 1e-7 * area
energy_integral = quad(lambda e: 0.25 / np.cosh(e / (2 * kT))**2, -1, 1, points=[0])[0]
time_integral = quad(lambda x: 4 / (1 + x * x), 0, np.inf)[0] / (2 * np.pi * corner)
background = one_electron**2 * traps_per_ev * energy_integral * time_integral
assert np.isclose(background, one_electron**2 * traps_per_ev * kT / corner, rtol=1e-6)
decades = 4
others = traps_per_ev * 4 * kT * decades * np.log(10)
print(f"Other traps: {trap_density:.0e} /cm3 eV, tunnelling length {tunnel_nm:.1f} nm")
print(f"Expected other traps in 4kT and {decades} decades of time: {others:.2f}")
print(f"Ensemble-mean 1/f background at corner: {background:.3f} nA^2/Hz, "
      f"{100 * background / lorentzian(corner):.0f} % of Lorentzian")
missed = 1 - np.exp(-sample_ms / family_member(fractions["D"])[1])
print(f"Filled dwells of D shorter than one sample: {100 * missed:.1f} %")
activation = 0.5                                   # eV, rough
drift = np.exp(activation / kT - activation / (kT * (temperature + 1) / temperature)) - 1
print(f"Rate change per 1 K at {activation:.1f} eV activation: {100 * drift:.1f} %")
print("all assertions hold")
```

Printed output:

```
Inputs: sigma 20.0 nA, tau0 1.00 ms, mean current 5000 nA
Corner frequency 159.15 Hz; plateau 1.6000 nA^2/Hz
Signals: p, tau_c ms, tau_e ms, step nA, step/mean %, high level nA
 A: 0.50, 2.000, 2.000, 40.00, 0.80, 5020.00
 B: 0.20, 5.000, 1.250, 50.00, 1.00, 5010.00
 C: 0.80, 1.250, 5.000, 50.00, 1.00, 5040.00
 D: 0.02, 50.000, 1.020, 142.86, 2.86, 5002.86
Computed spectra in nA^2/Hz at 10 Hz, 159.2 Hz, 1000 Hz
 A: 1.59371, 0.80000, 0.03953
 B: 1.59371, 0.80000, 0.03953
 C: 1.59371, 0.80000, 0.03953
 D: 1.59371, 0.80000, 0.03953
Discriminators: skewness g, E_T-E_F meV, cycles per s, step^2*cycles nA^2/s
 A: 0.000, 0.0, 250.00, 400000
 B: -1.500, 35.8, 160.00, 400000
 C: 1.500, -35.8, 160.00, 400000
 D: -6.857, 100.6, 19.60, 400000
Bounds from the spectrum: step >= 40.0 nA, each time >= 1.00 ms
Sensitivity singular values (B): 7.568, 2.251, 2.1e-08
Two traps like A with step 28.28 nA each: same spectrum, 0.80000 nA^2/Hz at corner
Simulation: 209.7 s, sampling 0.05 ms, added white noise 20 nA rms
Simulated/formula power in 20-60, 120-250, 600-1500 Hz
 A: 0.994, 1.006, 1.011
 B: 0.992, 1.011, 1.003
 C: 1.008, 0.995, 1.008
 D: 0.965, 1.000, 1.004
Recovered from mu3 with known sigma, tau0: tau_c ms, tau_e ms, step nA
 A: 2.008, 1.992, 40.00
 B: 4.994, 1.250, 49.98
 C: 1.251, 4.990, 49.96
 D: 48.227, 1.021, 140.35
Device: 50 x 50 nm, electrical oxide 1.9 nm, overdrive 0.30 V
Drain bias 0.05 V, T 300 K, kT 25.85 meV
Implied mobility 200 cm2/Vs; carriers 78.0; one-electron step 64.1 nA
Thermal noise 1.66e-06 nA^2/Hz; equals Lorentzian at 156 kHz
Gate leakage 1 A/cm2: shot noise 8.0e-12 nA^2/Hz
Other traps: 1e+18 /cm3 eV, tunnelling length 0.1 nm
Expected other traps in 4kT and 4 decades of time: 0.24
Ensemble-mean 1/f background at corner: 0.167 nA^2/Hz, 21 % of Lorentzian
Filled dwells of D shorter than one sample: 4.8 %
Rate change per 1 K at 0.5 eV activation: 6.6 %
all assertions hold
```
